# Separating Nitrogen from Carbon Monoxide by Non-Negative Least Squares: a numerical check

```python
"""
Result under test: partial pressures p >= 0 that minimize
    f(p) = 0.5 * |B p - b|^2,   B = A / sigma,   b = y / sigma  (row by row)
separate N2 from CO in a residual-gas spectrum through their fragments at
masses 12 and 14, although both parents lie at mass 28.
A     : current per pressure, fA/nTorr (rows: masses, columns: gases)
y     : peak currents, fA;   sigma : their standard deviation, fA
C     : covariance (B^T B)^-1 of the unconstrained estimate, nTorr^2
c, d  : CO fragment fractions at masses 12 and 14
n     : N2 fragment fraction at mass 14
Cracking patterns and sensitivities are rough typical values at 70 eV.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

rng = np.random.default_rng(12)
MASSES = [12, 14, 15, 16, 17, 18, 28, 44]
GASES = ["N2", "CO", "H2O", "CH4", "CO2"]
PATTERN = {
    "N2": {28: 1.0, 14: 0.07},
    "CO": {28: 1.0, 12: 0.045, 16: 0.017, 14: 0.006},
    "H2O": {18: 1.0, 17: 0.23, 16: 0.011},
    "CH4": {16: 1.0, 15: 0.85, 14: 0.16, 12: 0.03},
    "CO2": {44: 1.0, 28: 0.11, 16: 0.085, 12: 0.06},
}
RELATIVE = {"N2": 1.0, "CO": 1.05, "H2O": 0.9, "CH4": 1.6, "CO2": 1.4}
SENS_N2 = 1e-4 * 1e15 / 1e9          # 1e-4 A/Torr expressed in fA/nTorr
SIGMA = 5.0                          # fA, every peak
p_true = np.array([20.0, 10.0, 50.0, 2.0, 3.0])   # nTorr

A = np.array([[SENS_N2 * RELATIVE[g] * PATTERN[g].get(m, 0.0)
               for g in GASES] for m in MASSES])
B = A / SIGMA
row = {m: k for k, m in enumerate(MASSES)}


def objective(B_, b_, p):
    return 0.5 * np.sum((B_ @ p - b_) ** 2)


def active_set_nnls(B_, b_):
    """Return the minimizer and the (admitted set, objective) of each pass."""
    size = B_.shape[1]
    p = np.zeros(size)
    admitted = np.zeros(size, dtype=bool)
    tol = 1e-12 * np.linalg.norm(B_) * np.linalg.norm(b_)
    trace = []
    for _ in range(200):
        g = B_.T @ (b_ - B_ @ p)
        g[admitted] = -np.inf
        j = int(np.argmax(g))
        if g[j] <= tol:
            return p, trace
        admitted[j] = True
        while True:
            z = np.zeros(size)
            z[admitted] = np.linalg.lstsq(B_[:, admitted], b_, rcond=None)[0]
            blocked = np.flatnonzero(admitted & (z <= 0))
            if blocked.size == 0:
                break
            steps = p[blocked] / (p[blocked] - z[blocked])
            first = int(np.argmin(steps))
            p = p + steps[first] * (z - p)
            admitted[blocked[first]] = False
            admitted &= p > 0
            p[~admitted] = 0.0
        p = z
        trace.append((tuple(np.flatnonzero(admitted)), objective(B_, b_, p)))
    raise RuntimeError("active-set iteration did not terminate")


def enumerate_subsets(B_, b_):
    """Constrained minimum found by trying every set of present gases."""
    size = B_.shape[1]
    best_p = np.zeros(size)
    best_f = objective(B_, b_, best_p)
    for count in range(1, size + 1):
        for subset in itertools.combinations(range(size), count):
            idx = list(subset)
            trial = np.zeros(size)
            trial[idx] = np.linalg.lstsq(B_[:, idx], b_, rcond=None)[0]
            value = objective(B_, b_, trial)
            if trial.min() >= 0 and value < best_f:
                best_p, best_f = trial, value
    return best_p


# Symbolic check of the two-gas determinant and of the precise-28 limit
c, d, n, w12, w14, w28, eps = sp.symbols("c d n w12 w14 w28 eps", positive=True)
M = sp.Matrix([[0, c], [n, d], [1, 1]])
G = M.T * sp.diag(w12, w14, w28) * M
minors = w12*w14*c**2*n**2 + w12*w28*c**2 + w14*w28*(n - d)**2
assert sp.expand(G.det() - minors) == 0
G_inv = G.inv()
limit_var = 1 / (w12*c**2 + w14*(n - d)**2)
for i, k, sign in [(0, 0, 1), (1, 1, 1), (0, 1, -1)]:
    entry = sp.cancel(sp.together(G_inv[i, k].subs(w28, 1/eps))).subs(eps, 0)
    assert sp.simplify(entry - sign * limit_var) == 0
assert np.linalg.matrix_rank(A[[row[28]]][:, :2]) == 1
assert np.linalg.matrix_rank(A[[row[12], row[14], row[28]]][:, :2]) == 2

# Algorithm against subset enumeration on random problems
n_problems = 300
n_constrained = clip_wrong = delete_wrong = 0
for _ in range(n_problems):
    R = rng.random((8, 5))
    r = rng.normal(size=8) + 0.5
    p, trace = active_set_nnls(R, r)
    assert np.allclose(p, enumerate_subsets(R, r), atol=1e-8)
    values = [0.5 * r @ r] + [t[1] for t in trace]
    assert np.all(np.diff(values) < 0)
    assert len({t[0] for t in trace}) == len(trace)
    q = p * rng.random(5) + 0.3 * rng.random(5)
    gain = objective(R, r, q) - objective(R, r, p)
    assert gain >= 0.5 * np.sum((R @ (q - p))**2) - 1e-9
    free = np.linalg.lstsq(R, r, rcond=None)[0]
    if free.min() < 0:
        n_constrained += 1
        clip_wrong += not np.allclose(np.maximum(free, 0), p, atol=1e-6)
        keep = free > 0
        once = np.zeros(5)
        if keep.any():
            once[keep] = np.linalg.lstsq(R[:, keep], r, rcond=None)[0]
        delete_wrong += not np.allclose(once, p, atol=1e-6)
assert n_constrained > 50 and clip_wrong > 0 and delete_wrong > 0

# Worked spectrum
y_clean = A @ p_true
y = y_clean + SIGMA * rng.normal(size=len(MASSES))
p_fit, trace_fit = active_set_nnls(B, y / SIGMA)
assert np.allclose(p_fit, enumerate_subsets(B, y / SIGMA), atol=1e-7)
C = np.linalg.inv(B.T @ B)
err = np.sqrt(np.diag(C))
chi2 = 2 * objective(B, y / SIGMA, p_fit)
assert np.all(np.abs(p_fit - p_true) < 4 * err) and chi2 < 16.3
rho = C[0, 1] / (err[0] * err[1])
parents = A[row[28], :2]
sum_err = np.sqrt(parents @ C[:2, :2] @ parents)

n_mc = 4000
noise = rng.normal(size=(n_mc, len(MASSES)))
sample = np.array([active_set_nnls(B, B @ p_true + e)[0] for e in noise])
mc_err = sample.std(axis=0)
assert np.allclose(mc_err, err, rtol=0.05)
assert abs(np.corrcoef(sample[:, 0], sample[:, 1])[0, 1] - rho) < 0.02

mass_N, mass_O = 14.0030740, 15.9949146   # atomic mass units; carbon is 12
m_N2, m_CO = 2 * mass_N, 12.0 + mass_O
print(f"N2-CO mass difference {m_N2 - m_CO:.5f} u, "
      f"resolving power needed {m_CO / (m_N2 - m_CO):.0f}")
print(f"N2 sensitivity {SENS_N2:.0f} fA/nTorr, peak noise {SIGMA:.1f} fA")
print("Sensitivities in fA/nTorr; clean, measured, fitted currents in fA")
print("mass " + "".join(f"{g:>8}" for g in GASES) + "   clean    meas     fit")
for k, m in enumerate(MASSES):
    print(f"{m:4d} " + "".join(f"{v:8.2f}" for v in A[k])
          + f"{y_clean[k]:8.1f}{y[k]:8.1f}{(A @ p_fit)[k]:8.1f}")
for k, (members, value) in enumerate(trace_fit, 1):
    print(f"pass {k}: {'+'.join(GASES[i] for i in members)}, f = {value:.2f}")
print("gas: true, fitted, std formula, std sampled (nTorr)")
for k, gas in enumerate(GASES):
    print(f"{gas:4s}{p_true[k]:7.2f}{p_fit[k]:8.3f}{err[k]:8.3f}{mc_err[k]:8.3f}")
print(f"chi2 {chi2:.2f} (3 degrees of freedom), N2-CO correlation {rho:.4f}")
print(f"std of summed N2+CO parent current {sum_err:.2f} fA")

# Value of each fragment peak
losses = []
for removed in [(12,), (14,), (12, 14)]:
    kept = [k for k, m in enumerate(MASSES) if m not in removed]
    cov = np.linalg.inv(B[kept].T @ B[kept])
    losses.append(np.sqrt(np.diag(cov))[:2])
    print(f"without mass {removed}: std N2 {losses[-1][0]:.3f}, "
          f"CO {losses[-1][1]:.3f} nTorr")
assert all(np.all(s > err[:2]) for s in losses)
assert np.all(losses[2] > np.maximum(losses[0], losses[1]))

# Three-peak, two-gas fit spoiled by gases left out of the model
rows3 = [row[12], row[14], row[28]]
B3 = B[rows3][:, :2]
cf, df, nf = PATTERN["CO"][12], PATTERN["CO"][14], PATTERN["N2"][14]
D = cf**2 + (nf - df)**2
var_limit = SIGMA / np.sqrt(D)
C3 = np.linalg.inv(B3.T @ B3)
assert np.allclose(np.sqrt(np.diag(C3)) * parents, var_limit, rtol=0.01)
print(f"two-gas parent-current std, precise-28 formula {var_limit:.2f} fA")
for left_out in [("CH4",), ("CO2",), ("CH4", "CO2")]:
    h = sum(A[rows3, GASES.index(g)] * p_true[GASES.index(g)] for g in left_out)
    data = A[rows3][:, :2] @ p_true[:2] + h
    wrong, _ = active_set_nnls(B3, data / SIGMA)
    shift = (wrong - p_true[:2]) * parents
    dN = ((nf - df)*(h[1] - df*h[2]) + cf*(cf*h[2] - h[0])) / D
    predicted = np.array([dN, h[2] - dN])
    assert np.allclose(shift, predicted, atol=0.02 * np.abs(shift).max())
    print(f"3-peak fit, {'+'.join(left_out)} ignored: N2 {wrong[0]:.2f}, "
          f"CO {wrong[1]:.2f} nTorr, chi2 {2*objective(B3, data/SIGMA, wrong):.2f}")

# Small case in which the constraint acts
y3 = np.array([-4.0, 143.0, 2000.0])
free3 = np.linalg.solve(B3.T @ B3, B3.T @ (y3 / SIGMA))
fit3, _ = active_set_nnls(B3, y3 / SIGMA)
assert free3[1] < 0 and fit3[1] == 0
assert np.allclose(fit3, enumerate_subsets(B3, y3 / SIGMA))
g3 = B3.T @ (y3 / SIGMA - B3 @ fit3)
clip3 = np.maximum(free3, 0)
assert g3[1] < 0 and objective(B3, y3/SIGMA, clip3) > objective(B3, y3/SIGMA, fit3)
print("hand case currents at 12, 14, 28:", y3, "fA")
print(f"  unconstrained N2 {free3[0]:.3f}, CO {free3[1]:.3f} nTorr")
print(f"  constrained N2 {fit3[0]:.3f}, CO {fit3[1]:.3f} nTorr, "
      f"g_CO {g3[1]:.2f} /nTorr")
print(f"  f: clipped {objective(B3, y3/SIGMA, clip3):.2f}, "
      f"constrained {objective(B3, y3/SIGMA, fit3):.2f}")

# Statistics when CO is truly absent
p_noCO = p_true.copy()
p_noCO[1] = 0.0
data = B @ p_noCO + rng.normal(size=(n_mc, len(MASSES)))
sample0 = np.array([active_set_nnls(B, b)[0] for b in data])
free0 = data @ B @ C
slope = C[0, 1] / C[1, 1]
assert np.allclose(sample0[:, 0], free0[:, 0] - slope*np.minimum(free0[:, 1], 0),
                   atol=1e-6)
mean_CO = err[1] / np.sqrt(2 * np.pi)
shift_N2 = slope * mean_CO
rms_N2 = np.sqrt(C[0, 0] - C[0, 1]**2 / (2 * C[1, 1]))
got_CO = sample0[:, 1].mean()
got_shift = sample0[:, 0].mean() - p_noCO[0]
got_rms = np.sqrt(np.mean((sample0[:, 0] - p_noCO[0])**2))
clip_rms = np.sqrt(np.mean((free0[:, 0] - p_noCO[0])**2))
alarm = 1.645 * err[1]
false_rate = np.mean(sample0[:, 1] > alarm)
assert abs(got_CO - mean_CO) < 0.04 * err[1]
assert abs(got_shift - shift_N2) < 0.05 * err[0]
assert abs(got_rms / rms_N2 - 1) < 0.05 and got_rms < 0.85 * clip_rms
assert abs(false_rate - 0.05) < 0.015
print("CO absent (nTorr): formula, sampled")
print(f"  mean CO reading {mean_CO:.3f}, {got_CO:.3f}")
print(f"  mean N2 shift {shift_N2:.3f}, {got_shift:.3f}")
print(f"  N2 rms error {rms_N2:.3f}, {got_rms:.3f}; clipping {clip_rms:.3f}")
print(f"  CO alarm level {alarm:.3f}, false alarms {100*false_rate:.1f} %")
print(f"random problems {n_problems}, with negative free solution {n_constrained}: "
      f"clip wrong {clip_wrong}, delete-once wrong {delete_wrong}")


# Effects neglected by the five-gas model
def extra(currents):
    h = np.zeros(len(MASSES))
    for m, value in currents.items():
        h[row[m]] = value
    return h


ethane = 0.5 * 1.5 * SENS_N2     # 0.5 nTorr, rough relative sensitivity 1.5
effects = {
    "N2 14/28 ratio +10 %": extra({14: 0.1 * A[row[14], 0] * p_true[0]}),
    "CO 12/28 ratio +10 %": extra({12: 0.1 * A[row[12], 1] * p_true[1]}),
    "ethane 0.5 nTorr": extra({28: ethane, 15: 0.045*ethane,
                               14: 0.03*ethane, 12: 0.005*ethane}),
    "desorbed O+ 10 fA at 16": extra({16: 10.0}),
    "baseline +2 fA": np.full(len(MASSES), 2.0),
}
print("neglected effect: shift of N2, CO (nTorr), chi2 added")
for name, h in effects.items():
    spoiled, _ = active_set_nnls(B, (y_clean + h) / SIGMA)
    change = spoiled - p_true
    assert np.allclose(change, C @ B.T @ (h / SIGMA), atol=1e-6)
    print(f"  {name}: {change[0]:+.3f}, {change[1]:+.3f}, "
          f"{2*objective(B, (y_clean + h)/SIGMA, spoiled):.2f}")
shot = np.sqrt(const.e * 1e15 * y_clean.max() / 1.0)   # 1 s per peak
pressure = p_true.sum() * 1e-9 * const.torr
path = const.k * 300 / (np.sqrt(2) * np.pi * (0.37e-9)**2 * pressure)
assert shot < 0.3 * SIGMA and path > 10
print(f"largest shot noise, 1 s per peak: {shot:.2f} fA")
print(f"total pressure {p_true.sum():.0f} nTorr, mean free path at 300 K, "
      f"diameter 0.37 nm: {path:.0f} m")
print("all tests passed")
```

Output:

```
N2-CO mass difference 0.01123 u, resolving power needed 2492
N2 sensitivity 100 fA/nTorr, peak noise 5.0 fA
Sensitivities in fA/nTorr; clean, measured, fitted currents in fA
mass       N2      CO     H2O     CH4     CO2   clean    meas     fit
  12     0.00    4.72    0.00    4.80    8.40    82.0    81.9    85.1
  14     7.00    0.63    0.00   25.60    0.00   197.5   190.3   192.9
  15     0.00    0.00    0.00  136.00    0.00   272.0   272.3   270.3
  16     0.00    1.79    0.99  160.00   11.90   423.1   421.0   422.2
  17     0.00    0.00   20.70    0.00    0.00  1035.0  1029.5  1035.5
  18     0.00    0.00   90.00    0.00    0.00  4500.0  4503.7  4502.3
  28   100.00  105.00    0.00    0.00   15.40  3096.2  3101.9  3101.7
  44     0.00    0.00    0.00    0.00  140.00   420.0   418.3   418.0
pass 1: H2O, f = 201031.74
pass 2: CO+H2O, f = 7670.89
pass 3: CO+H2O+CH4, f = 3878.00
pass 4: CO+H2O+CH4+CO2, f = 476.29
pass 5: N2+CO+H2O+CH4+CO2, f = 1.22
gas: true, fitted, std formula, std sampled (nTorr)
N2    20.00  19.331   0.627   0.625
CO    10.00  10.692   0.598   0.596
H2O   50.00  50.025   0.054   0.054
CH4    2.00   1.988   0.024   0.024
CO2    3.00   2.986   0.036   0.036
chi2 2.44 (3 degrees of freedom), N2-CO correlation -0.9968
std of summed N2+CO parent current 5.03 fA
without mass (12,): std N2 0.757, CO 0.723 nTorr
without mass (14,): std N2 1.090, CO 1.037 nTorr
without mass (12, 14): std N2 4.548, CO 4.332 nTorr
two-gas parent-current std, precise-28 formula 63.91 fA
3-peak fit, CH4 ignored: N2 24.65, CO 5.58 nTorr, chi2 55.57
3-peak fit, CO2 ignored: N2 18.27, CO 12.09 nTorr, chi2 14.05
3-peak fit, CH4+CO2 ignored: N2 22.92, CO 7.68 nTorr, chi2 125.49
hand case currents at 12, 14, 28: [  -4.  143. 2000.] fA
  unconstrained N2 20.608, CO -0.579 nTorr
  constrained N2 20.002, CO 0.000 nTorr, g_CO -1.56 /nTorr
  f: clipped 74.18, constrained 0.50
CO absent (nTorr): formula, sampled
  mean CO reading 0.239, 0.250
  mean N2 shift -0.249, -0.261
  N2 rms error 0.445, 0.458; clipping 0.628
  CO alarm level 0.984, false alarms 5.4 %
random problems 300, with negative free solution 299: clip wrong 299, delete-once wrong 230
neglected effect: shift of N2, CO (nTorr), chi2 added
  N2 14/28 ratio +10 %: +1.425, -1.355, 2.56
  CO 12/28 ratio +10 %: -0.331, +0.317, 0.61
  ethane 0.5 nTorr: +0.438, +0.296, 0.44
  desorbed O+ 10 fA at 16: -0.192, +0.183, 1.61
  baseline +2 fA: +0.054, -0.034, 0.32
largest shot noise, 1 s per peak: 0.85 fA
total pressure 85 nTorr, mean free path at 300 K, diameter 0.37 nm: 601 m
all tests passed
```
